# Work-Function Change from a Layer of Adsorbed Dipoles

## Problem

A metal part in the vacuum of a lithography tool has picked up a thin contamination layer of $N=10^{18}$ neutral molecules per square metre. Each adsorbed molecule has a dipole moment of 1 debye (D) along the surface normal, with its positive end pointing to the vacuum. Neighbouring molecules are assumed not to alter one another's dipoles; that is, depolarization is neglected. By how much does the work function of the metal change, and in which direction?

The formulas below are in SI form. Energies are given in eV and microscopic lengths in nm. The $z$ axis points from the metal into the vacuum, $\mu$ is the normal dipole of one molecule, counted positive when the positive end is outward, and $e>0$ is the elementary charge. One debye is $3.33564\times10^{-30}$ C m.

## A tempting solution

Replace each molecule by charges $+q$ and $-q$ a distance $s$ apart, so that $\mu=qs$. The layer becomes two sheets of charge density $\pm Nq$. The field between them is $Nq/\varepsilon_0$, and the potential step across them is

$$\frac{Nq}{\varepsilon_0}\,s=\frac{N\mu}{\varepsilon_0}.$$

The molecules stand on a metal, however, and a metal responds with image charges. A charge $q$ at height $z$ has an image $-q$ at $-z$. For a dipole with $+q$ at $d+s/2$ and $-q$ at $d-s/2$, the images are $-q$ at $-d-s/2$ and $+q$ at $-d+s/2$. The positive image is the higher one, so the image dipole is parallel to the real dipole and equally large. Each molecule therefore seems to bring a dipole $2\mu$, and the step seems to be

$$\frac{2N\mu}{\varepsilon_0}=2\times0.3767\ \text{V}=0.753\ \text{V}.$$

The work function would then change by 0.753 eV.

## Where it fails

The image dipole is parallel and equal to the real one, as claimed. The fault lies in treating it as a charge distribution that exists inside the metal. Image charges are a device for writing down the potential outside the metal. The real response is a charge on the metal surface, and inside the metal the potential is constant.

The potential of a layer of dipoles shows what has been counted twice. A point dipole $\mu$ along $z$ produces, at vertical distance $h$ and lateral distance $r$,

$$V_1=\frac{\mu}{4\pi\varepsilon_0}\,\frac{h}{(r^2+h^2)^{3/2}}.$$

Spread $N$ dipoles per area over a disc of radius $R$ and take a point on its axis, far enough away for the layer to look continuous. A ring of width $dr$ holds $2\pi rN\,dr$ dipoles, so

$$V=\frac{N\mu h}{2\varepsilon_0}\int_0^R\frac{r\,dr}{(r^2+h^2)^{3/2}}
=\frac{N\mu}{2\varepsilon_0}\left[\frac{h}{|h|}-\frac{h}{\sqrt{h^2+R^2}}\right].$$

The integral follows from the antiderivative $-(r^2+h^2)^{-1/2}$. For a very wide disc the second term vanishes. The potential is then $+N\mu/2\varepsilon_0$ above the layer and $-N\mu/2\varepsilon_0$ below it.

Now put the real layer at $z=d$, the image layer at $z=-d$ and the metal surface at $z=0$. There are three regions to compare:

- Above both layers, the two contributions are $+N\mu/2\varepsilon_0$ each, and their sum is $N\mu/\varepsilon_0$.
- At the metal surface, which is below the real layer and above the image layer, they cancel. The potential is zero, as it must be on a grounded conductor.
- Below the image layer, the formula would give $-N\mu/\varepsilon_0$.

The tempting solution measures the step from the third region to the first and finds $2N\mu/\varepsilon_0$. But the third region lies inside the metal, where the image formula does not apply. The electron starts from a metal at potential zero, so the step it meets is $N\mu/\varepsilon_0$. Leaving out the image layer altogether, while taking the metal's potential as zero, would be wrong in the other direction: it would give half the correct step.

## The right solution

The image picture treats the metal as an ideal conductor with a sharp surface. The result can be derived without that assumption.

**Averaging over the surface.** Let $\delta\rho(x,y,z)$ be the change in charge density caused by adsorption. It contains the molecules, the charge displaced by their bonding to the metal, and the metal's screening charge. Let $\delta V$ be the resulting change in electrostatic potential. Poisson's equation is

$$\frac{\partial^2\delta V}{\partial x^2}+\frac{\partial^2\delta V}{\partial y^2}+\frac{\partial^2\delta V}{\partial z^2}=-\frac{\delta\rho}{\varepsilon_0}.$$

Average it over $x$ and $y$. For a periodic layer, the average is taken over one cell. The first two terms then integrate to differences of slopes at opposite cell edges, and these are zero because the slopes are equal there. With $V(z)$ and $\rho(z)$ for the averaged quantities,

$$V''(z)=-\frac{\rho(z)}{\varepsilon_0}.$$

**Two properties of the charge.** The adsorbed molecules are neutral, and the metal gains no net charge from elsewhere. Hence

$$\int\rho(z)\,dz=0.$$

The dipole moment per area is

$$\int z\,\rho(z)\,dz=N\mu.$$

This equation also fixes the meaning of $\mu$: it is the total normal dipole that adsorption adds per molecule, and it need not equal the dipole of the free molecule. For an ideal conductor, the screening charge lies in the plane $z=0$, so it adds nothing to $\int z\rho\,dz$. This is another way to see that the image must not double $\mu$.

**Integrating twice.** Deep inside the metal nothing has changed, so $V=0$ and $V'=0$ there. One integration gives

$$V'(z)=-\frac{1}{\varepsilon_0}\int_{-\infty}^{z}\rho(z')\,dz'.$$

A second gives

$$V(z)=-\frac{1}{\varepsilon_0}\int_{-\infty}^{z}dz''\int_{-\infty}^{z''}\rho(z')\,dz'.$$

Exchange the order of integration. For a fixed $z'$, the variable $z''$ runs from $z'$ to $z$, which contributes a factor $z-z'$:

$$V(z)=-\frac{1}{\varepsilon_0}\int_{-\infty}^{z}(z-z')\,\rho(z')\,dz'.$$

Above the layer, the integral covers all the charge and splits into two parts:

$$V=-\frac{z}{\varepsilon_0}\int\rho(z')\,dz'+\frac{1}{\varepsilon_0}\int z'\rho(z')\,dz'
=0+\frac{N\mu}{\varepsilon_0}.$$

Neutrality removes the part that grows with $z$, so there is no average field outside the layer. The step depends on the charge distribution through its dipole moment alone.

This independence of shape was tested by integrating Poisson's equation numerically for two profiles, each made of a positive and a negative Gaussian sheet with the same dipole per area. The first had centres at 0.3 and 0.1 nm and widths of 0.05 and 0.12 nm. The second had centres at 0.5 and $-0.2$ nm and widths of 0.20 and 0.08 nm. Both gave a step of 0.37673 V.

**From potential to work function.** The work function is $\Phi=E_{\rm vac}-E_F$, where $E_{\rm vac}$ is the energy of an electron at rest just outside the surface and $E_F$ is the Fermi level. The layer leaves the bulk unchanged, so $E_F$ stays fixed relative to the potential deep in the metal. An electron has charge $-e$, so the vacuum level moves by $-eV$. Therefore

$$\boxed{\Delta\Phi=-\frac{eN\mu}{\varepsilon_0}}$$

The sign can be checked from the forces. With the positive end outward, the field inside the layer points from the outer positive charge to the inner negative charge, towards the metal. The force on an electron is opposite to the field and pushes it outward. The layer helps the electron to leave, and the work function falls.

**Numbers.** The dipole moment per area is

$$N\mu=(10^{18}\ \text{m}^{-2})(3.33564\times10^{-30}\ \text{C m})=3.33564\times10^{-12}\ \text{C/m}.$$

Division by the vacuum permittivity gives

$$\frac{N\mu}{\varepsilon_0}=\frac{3.33564\times10^{-12}\ \text{C/m}}{8.85419\times10^{-12}\ \text{F/m}}=0.3767\ \text{V}.$$

An electron crossing a step of 0.3767 V changes its energy by 0.3767 eV. The work function therefore falls by about 0.38 eV. If the negative ends pointed outward, it would rise by the same amount. If the molecules lay flat with no normal dipole, this formula would give no change.

## How wide and how smooth the layer must be

The derivation used a laterally averaged potential and a layer without edges. For a circular patch on a grounded metal, add the disc potentials of the real and image layers. At a height $h$ much greater than $d$, both distances may be replaced by $h$:

$$V(h)\approx\frac{N\mu}{\varepsilon_0}\left[1-\frac{h}{\sqrt{h^2+R^2}}\right].$$

For $h\ll R$ the bracket is close to 1, and the full step is present. At 10 nm above the centre of a patch of radius 1000 nm, the loss is 1.0 percent of the step. For $h\gg R$, expanding the square root gives

$$V(h)\approx\frac{N\mu}{\varepsilon_0}\,\frac{R^2}{2h^2},$$

which falls off like the potential of a single dipole. The result for $\Delta\Phi$ thus describes the local vacuum level, at heights small compared with the width of the patch but large enough for the molecular-scale variation described below to have died out.

An explicit sum tests both the disc formula and the role of the image. Point dipoles were placed on a square lattice of spacing 1 nm, 0.2 nm above the metal, out to a radius of 600 nm, together with their images. At a height of 3 nm the sum is 0.37485 V, and the disc formula gives the same value to the digits shown. The small shortfall from 0.37673 V comes from the finite radius.

Very close to the molecules the potential is not uniform. A lateral variation $\cos(2\pi x/a)$, where $a$ is the lattice spacing, satisfies Laplace's equation above the layer if it is multiplied by $e^{-2\pi z/a}$, because the two second derivatives then cancel. For $a=1$ nm this slowest-decaying variation shrinks by a factor $e^{2\pi}\approx535$ per nanometre. The lattice sum agrees: the potential energy of an electron above a molecule differs from that above the centre of a lattice square by 10.7 meV at a height of 1 nm and 0.020 meV at 2 nm.

## What the neglect of depolarization costs

Each dipole sits in the field of its neighbours. Differentiating the point-dipole potential gives the normal field

$$E_z=-\frac{\partial V_1}{\partial h}=\frac{\mu}{4\pi\varepsilon_0}\,\frac{2h^2-r^2}{(r^2+h^2)^{5/2}}.$$

A neighbour in the same plane has $h=0$ and contributes $-\mu/(4\pi\varepsilon_0r^3)$, which opposes the dipole. A neighbour's image has $h=2d$. The molecule's own image is left out of the sum, because its effect on a lone adsorbed molecule is already contained in $\mu$, the dipole of such a molecule. The further change of this image field when the neighbours alter the dipole is neglected. If every molecule has the dipole $\mu_{\rm eff}$, the total field is

$$E=-\frac{K\mu_{\rm eff}}{4\pi\varepsilon_0a^3}.$$

For the square lattice with $a=1$ nm and $d=0.2$ nm, the real neighbours contribute 9.03 to $K$ and their images 6.22, so $K=15.25$.

**Electronic response.** Let $\alpha$ be the polarizability volume, so that a field $E$ induces the dipole $4\pi\varepsilon_0\alpha E$. Then

$$\mu_{\rm eff}=\mu-\frac{\alpha K}{a^3}\mu_{\rm eff}
\quad\Longrightarrow\quad
\mu_{\rm eff}=\frac{\mu}{1+\alpha K/a^3}.$$

A rough value for water is $\alpha=0.0015\ \text{nm}^3$. This gives $\alpha K/a^3=0.0229$ and $\mu_{\rm eff}=0.978\,\mu$. The shift drops from 0.377 to 0.368 eV, a correction of about 2 percent. This figure holds for evenly spaced molecules. Suppose instead that the same number occupy at random one tenth of the sites of a square lattice of spacing 0.316 nm. The mean neighbour sum is then one tenth of that of the full lattice, whose real and image parts are 9.03 and 0.93. In place of $K/a^3=15.25\ \text{nm}^{-3}$ this gives $0.1\times(9.03+0.93)/0.0316\approx31\ \text{nm}^{-3}$, and the correction is between 4 and 5 percent.

The correction grows with crowding. The factor $a^{-3}=N^{3/2}$ rises, and although the image part of $K$ shrinks when $a$ decreases at fixed $d$, the part from the real neighbours stays at 9.03. At $10^{19}\ \text{m}^{-2}$, $a^3=0.0316\ \text{nm}^3$, and the real neighbours alone give $9.03\times0.0015/0.0316=0.43$. With the images left out, the dipole would fall to about $1/1.43=0.70$ of its lone value; including them adds 0.93 to $K$ and lowers the factor to about 0.68. Neglecting depolarization is then no longer justified, although point dipoles are themselves a crude model at such short distances.

**Turning of the molecules.** The neighbour field can also rotate a permanent dipole. How far depends on how firmly the surface holds the molecule. A rigidly held molecule does not turn. As a model of a softly held one, let a constant normal field orient a permanent dipole $p_0=1.85$ D, a rough value for water, at 300 K. With $u=\cos\theta$ and $x=p_0F/k_BT$, where $F$ is the orienting field, the Boltzmann average is

$$\langle u\rangle=\frac{\int_{-1}^{1}u\,e^{xu}\,du}{\int_{-1}^{1}e^{xu}\,du}
=\frac{d}{dx}\ln\frac{2\sinh x}{x}=\coth x-\frac1x\equiv L(x).$$

The orienting field stands for the surface's hold on the molecule and is assumed to induce no dipole of its own. A lone molecule must have a mean normal dipole of 1 D, so $L(x_0)=1/1.85=0.5405$, which gives $x_0=2.019$. The neighbour field weakens the orienting field. With $p$ for the new mean normal dipole, the mean-field condition is

$$p=p_0\,L\!\left(x_0-\frac{Kp_0\,p}{4\pi\varepsilon_0a^3k_BT}\right)-\frac{\alpha K}{a^3}\,p.$$

The numerical solution is $p=0.786$ D. To check it, use the pair energy $p_0^2/(4\pi\varepsilon_0a^3)=2.14$ meV and $k_BT=25.85$ meV. The reduction of the argument is

$$15.25\times\frac{2.14}{25.85}\times\frac{0.786}{1.85}=0.54.$$

The argument becomes 1.48, and $L(1.48)\approx0.434$. The right-hand side is then $1.85\times0.434-0.0229\times0.786\approx0.79$ D, as required.

In this model the shift is 0.296 eV instead of 0.377 eV, a reduction of about 21 percent. This is a rough estimate, because the model omits the way a molecule's attraction to its own image depends on its orientation. For a point dipole at height $d$, that energy varies by $p_0^2/(4\pi\varepsilon_0\,16d^3)\approx17$ meV between lying flat and standing upright, which is not small compared with $k_BT$. Adding this term, with the orienting field readjusted so that a lone molecule still has 1 D, lowers the shift to about 0.28 eV. Within the model, most of the 21 percent reduction comes from turning, since the electronic response alone accounts for about 2 percent. The mean-field step replaces fluctuating neighbours by their average, which is reasonable for evenly spaced molecules 1 nm apart, because their pair energy is small compared with $k_BT$. It does not carry over to randomly placed molecules. Two molecules 0.316 nm apart have a pair energy of $2.14/0.0316\approx68$ meV, larger than $k_BT$, and for random occupation of a tenth of such sites the reduction from turning roughly doubles.

## Comparison with a real contaminated surface

Common metal surfaces have about $1$ to $1.8\times10^{19}$ atoms per square metre, so the chosen coverage is between about 0.06 and 0.1 molecules per surface atom. The dipole and polarizability used for the corrections are rough values for free water molecules. Holding the coverage fixed at 300 K is an idealization: intact water does not remain on many clean metals in vacuum at that temperature, and a technical surface often carries an oxide with hydroxyl groups. The value of $\mu$ is therefore uncertain. Bonding moves charge between molecule and surface, and electrostatics alone cannot predict by how much. At this coverage, each additional 0.1 D per molecule changes the shift by 0.038 eV, and a reversal of the total dipole reverses its sign. Molecules may also gather into islands. If the local coverage there were $10^{19}\ \text{m}^{-2}$ while the average stayed at $10^{18}\ \text{m}^{-2}$, the electronic estimate above would reduce the area-averaged shift to about $0.70\times0.377\approx0.26$ eV, ignoring island edges.

The value of 0.38 eV is thus the answer for a stated total dipole and independent molecules. To apply it to a given contaminant, one needs the dipole of the adsorbed molecule at the actual coverage. With that dipole inserted, $\Delta\Phi=-eN\mu/\varepsilon_0$ already includes depolarization, and no further correction for it should be made. The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
INPUTS AND MAIN RESULT
coverage: 1.000e+18 1/m^2
normal dipole: 1.000 D
one debye: 3.33564e-30 C m
vacuum permittivity: 8.85419e-12 F/m
dipole per area: 3.33564e-12 C/m
potential step: 0.37673 V
work-function change, positive end out: -0.37673 eV
work-function change, negative end out: 0.37673 eV
CHECKS OF THE STEP
Poisson integration, profile 1: 0.37673 V
Poisson integration, profile 2: 0.37673 V
lattice spacing: 1.000 nm
summed disc radius: 600 nm
height of summed potential: 3.0 nm
point dipoles plus images: 0.37485 V
disc formula at same height: 0.37485 V
NEGLECTED EFFECTS, ROUGH WATER-LIKE VALUES
molecular dipole: 1.85 D
polarizability volume: 0.0015 nm^3
dipole height: 0.20 nm
temperature: 300 K
neighbour sum, real dipoles: 9.0336 (no unit)
neighbour sum, image dipoles: 6.2162 (no unit)
total neighbour sum K: 15.2498 (no unit)
alpha K / a^3: 0.02287 (no unit)
electronic dipole factor: 0.9776 (no unit)
shift with electronic effect: 0.3683 eV
cluster central dipole factor: 0.9787 (no unit)
lone-molecule mean cosine: 0.5405 (no unit)
lone-molecule Langevin argument: 2.0186 (no unit)
factor with rocking and electronic: 0.7857 (no unit)
shift with both effects: 0.2960 eV
pair energy scale: 2.14 meV
thermal energy kT: 25.85 meV
site-to-hollow ripple at 1 nm: 10.729 meV
site-to-hollow ripple at 2 nm: 0.0200 meV
patch radius: 1000 nm
height above patch: 10 nm
step lost to finite patch: 1.00 percent
shift per 0.1 D of extra dipole: 0.0377 eV
```
